# Debugging a numerical check: Scaling, spin scaling and the virial relation of exchange

```python
"""
Exchange energy: coordinate scaling, spin scaling and the virial relation.
Results under test (Hartree atomic units):
  E_x[n_g] = g E_x[n]               with n_g(r) = g^3 n(g r)
  E_x[nu, nd] = E_x[2 nu]/2 + E_x[2 nd]/2
  D = E_x - int v_x (3 n + r.grad n) = 0  for the optimized effective potential
  (OEP), but not in general for the Slater and KLI potentials.
Symbols: u = r R(r) radial s orbital, N(r) = 4 pi r^2 n(r) radial density,
  K = Fock exchange operator, T = kinetic energy, E = total energy,
  Z = nuclear charge, v_s = complete local one-electron potential.
All atoms are closed shells of s orbitals, treated without correlation.
"""
from itertools import permutations
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- radial grid, running integrals and Coulomb kernel ----------
NPTS, MAP = 300, 4.0
x, wx = leggauss(NPTS)
r = MAP * (1 + x) / (1 - x)
jac = 2 * MAP / (1 - x) ** 2
W = wx * jac
P = legvander(x, NPTS)
deg = np.arange(NPTS)
to_coef = ((2 * deg + 1) / 2)[:, None] * (P[:, :NPTS] * wx[:, None]).T
lower = np.hstack([-np.ones((NPTS, 1)), P[:, :NPTS - 1]])
running = ((P[:, 1:] - lower) / (2 * deg + 1)) @ to_coef * jac[None, :]
# (G f)(r) = int f(s) / max(r, s) ds
G = running / r[:, None] + (W / r)[None, :] - running / r[None, :]

# ---------- orthonormal Laguerre basis for u(r) ----------
NBAS, BETA = 30, 2.0


def basis(s):
    val, der = [], []
    for k in range(NBAS):
        norm = np.sqrt((2 * BETA) ** 3 / ((k + 1) * (k + 2)))
        lag = eval_genlaguerre(k, 2.0, 2 * BETA * s)
        dlag = -eval_genlaguerre(k - 1, 3.0, 2 * BETA * s) if k else 0 * s
        damp = norm * np.exp(-BETA * s)
        val.append(damp * s * lag)
        der.append(damp * ((1 - BETA * s) * lag + 2 * BETA * s * dlag))
    return np.array(val), np.array(der)


B, dB = basis(r)
assert np.abs((B * W) @ B.T - np.eye(NBAS)).max() < 1e-8
KIN = 0.5 * (dB * W) @ dB.T


def matrix(v):
    return (B * (W * v)) @ B.T


def exchange_matrix(u):
    out = np.zeros((NBAS, NBAS))
    for uj in u:
        g = B * uj
        out -= (g * W) @ (G @ g.T)
    return 0.5 * (out + out.T)


def exchange_on_orbitals(u):
    return np.array([-sum(uj * (G @ (ui * uj)) for uj in u) for ui in u])


def exchange_energy(u):
    return float(np.sum(u * exchange_on_orbitals(u) * W))


def slater_or_kli(kind, u):
    ku = exchange_on_orbitals(u)
    s = np.sum(u ** 2, axis=0)
    safe = np.maximum(s, 1e-60)
    v = np.where(s > 1e-60, np.sum(u * ku, axis=0) / safe, -1 / r)
    if kind == "KLI" and len(u) == 2:
        # one core orbital; the constant of the highest orbital is zero
        share = u[0] ** 2 / safe
        gap = np.sum(W * u[0] ** 2 * v) - np.sum(W * u[0] * ku[0])
        v = v + share * gap / (1 - np.sum(W * share * u[0] ** 2))
    return v


def scf(kind, Z, nocc, nfun=10):
    """Self-consistent closed shell; kind is HF, OEP, KLI or Slater."""
    alphas = np.geomspace(0.6, 20.0, nfun)
    funs = np.exp(-alphas[:, None] * r)
    fun_mats = [matrix(g) for g in funs]
    h = KIN + matrix(-Z / r)
    F = h + matrix((2 * nocc - 1) / (r + 1))
    old = np.zeros((NBAS, NBAS))
    coef, vx, converged = None, None, False
    for _ in range(400):
        e, c = eigh(F)
        occ, vir = c[:, :nocc], c[:, nocc:]
        u = occ.T @ B
        N = 2 * np.sum(u ** 2, axis=0)
        vH = G @ N
        if kind == "HF":
            X = exchange_matrix(u)
        else:
            if kind == "OEP":
                # weighted least squares = OEP equation in the chosen functions
                ref = -vH / (2 * nocc)
                wt = 1 / np.sqrt(e[nocc:, None] - e[None, :nocc])
                A = np.array([(vir.T @ m @ occ * wt).ravel()
                              for m in fun_mats]).T
                goal = vir.T @ (exchange_matrix(u) - matrix(ref)) @ occ * wt
                coef = np.linalg.lstsq(A, goal.ravel(), rcond=1e-11)[0]
                vx = ref + coef @ funs
            else:
                vx = slater_or_kli(kind, u)
            X = matrix(vx)
        dm = occ @ occ.T
        if np.abs(dm - old).max() < 1e-9:
            converged = True
            break
        old = dm
        F = F + 0.5 * (h + matrix(vH) + X - F)
    assert converged, kind
    du = occ.T @ dB
    T = float(np.sum(W * du ** 2))
    Ex = exchange_energy(u)
    E = T + float(np.sum(W * N * (-Z / r + 0.5 * vH))) + Ex
    return dict(kind=kind, Z=Z, nocc=nocc, e=e, c=c, F=F, u=u, du=du, N=N,
                vH=vH, vx=vx, T=T, Ex=Ex, E=E, coef=coef, alphas=alphas)


def virial_integral(v, s):
    dN = 4 * np.sum(s["u"] * s["du"], axis=0)
    return float(np.sum(W * v * (s["N"] + r * dN)))


def response_sum(s):
    """D from the sum over states: OEP residual times dilation of v_s."""
    n = s["nocc"]
    occ, vir = s["c"][:, :n], s["c"][:, n:]
    vs = -s["Z"] / r + s["vH"] + s["vx"]
    ua, dua = vir.T @ B, vir.T @ dB
    resid = vir.T @ (exchange_matrix(s["u"]) - matrix(s["vx"])) @ occ
    total = 0.0
    for i in range(n):
        prod = ua * s["u"][i]
        dprod = dua * s["u"][i] + ua * s["du"][i]
        dil = (prod - r * dprod) @ (W * vs)
        total += 4 * np.sum(resid[:, i] * dil / (s["e"][i] - s["e"][n:]))
    return float(total)


def derivative_test(s, eta=1e-4):
    """dE_x and int v_x dn for the local perturbation eta*exp(-r^2)."""
    push = matrix(np.exp(-r ** 2))
    ex, dens = [], []
    for sign in (1, -1):
        c = eigh(s["F"] + sign * eta * push)[1]
        u = c[:, :s["nocc"]].T @ B
        ex.append(exchange_energy(u))
        dens.append(2 * np.sum(u ** 2, axis=0))
    left = (ex[0] - ex[1]) / (2 * eta)
    right = np.sum(W * s["vx"] * (dens[0] - dens[1])) / (2 * eta)
    return float(left), float(right)


# ---------- beryllium with four treatments of exchange ----------
hf = scf("HF", 4, 2)
print("Be atom, exchange only, energies in hartree")
print(f"HF: E = {hf['E']:.6f}, T = {hf['T']:.6f}, E_x = {hf['Ex']:.6f}")
assert abs(hf["T"] + hf["E"]) < 1e-6
runs = {k: scf(k, 4, 2) for k in ("OEP", "KLI", "Slater")}
D, slope_gap = {}, {}
for k, s in runs.items():
    vir = virial_integral(s["vx"], s)
    D[k] = s["Ex"] - vir
    resp = response_sum(s)
    left, right = derivative_test(s)
    slope_gap[k] = left - right
    print(f"{k}: E = {s['E']:.6f}, T = {s['T']:.6f}, E_x = {s['Ex']:.6f}")
    print(f"{k}: E above HF = {1000 * (s['E'] - hf['E']):.3f} millihartree")
    print(f"{k}: virial integral = {vir:.6f}, D = {D[k]:.7f}")
    print(f"{k}: T + E = {s['T'] + s['E']:.7f}, response sum = {resp:.7f}")
    print(f"{k}: |D/E_x| = {100 * abs(D[k] / s['Ex']):.5f} percent")
    print(f"{k}: D = {D[k] * HARTREE_EV:.5f} eV")
    print(f"{k}: dE_x/d(eta) = {left:.7f}, int v_x dn/d(eta) = {right:.7f}")
    assert abs(s["T"] + s["E"] - D[k]) < 1e-5
    assert abs(resp - D[k]) < 1e-5
assert hf["E"] < runs["OEP"]["E"] < runs["KLI"]["E"] < runs["Slater"]["E"]
assert abs(D["OEP"]) < 1e-4 and abs(slope_gap["OEP"]) < 5e-5
for k in ("KLI", "Slater"):
    assert abs(D[k]) > 20 * abs(D["OEP"])
    assert abs(slope_gap[k]) > 10 * abs(slope_gap["OEP"])

# gradient form of the virial integral for the OEP
oep = runs["OEP"]
charge = running @ oep["N"]
r_dv = charge / (4 * r) - r * ((oep["coef"] * oep["alphas"])
                               @ np.exp(-oep["alphas"][:, None] * r))
grad_form = -float(np.sum(W * oep["N"] * r_dv))
print(f"OEP: -int n r.grad v_x = {grad_form:.6f} hartree")
assert abs(grad_form - virial_integral(oep["vx"], oep)) < 1e-6
small = scf("OEP", 4, 2, nfun=5)
D_small = small["Ex"] - virial_integral(small["vx"], small)
print(f"OEP expansion functions: {len(small['coef'])}, D = {D_small:.7f} hartree")
print(f"OEP expansion functions: {len(oep['coef'])}, D = {D['OEP']:.7f} hartree")

# ---------- coordinate scaling: solve the scaled potential afresh ----------
gam = 1.5
rg = gam * r
vH_far = legvander((rg - MAP) / (rg + MAP), NPTS - 1) @ (to_coef @ oep["vH"])
vs_far = (-4 / rg + 0.75 * vH_far
          + oep["coef"] @ np.exp(-oep["alphas"][:, None] * rg))
e_g, c_g = eigh(KIN + matrix(gam ** 2 * vs_far))
u_g = c_g[:, :2].T @ B
N_g = 2 * np.sum(u_g ** 2, axis=0)
u_far = oep["c"][:, :2].T @ basis(rg)[0]
dens_err = np.abs(N_g - gam * 2 * np.sum(u_far ** 2, axis=0)).max()
Ex_g = exchange_energy(u_g)
print(f"scaling factor = {gam}, E_x of scaled density = {Ex_g:.6f} hartree")
print(f"ratio of exchange energies = {Ex_g / oep['Ex']:.7f}")
print(f"ratios of orbital energies = {e_g[0] / oep['e'][0]:.6f}, "
      f"{e_g[1] / oep['e'][1]:.6f}")
assert dens_err < 1e-5
assert abs(Ex_g - gam * oep["Ex"]) < 1e-6
assert np.abs(e_g[:2] - gam ** 2 * oep["e"][:2]).max() < 1e-5


# ---------- spin scaling from explicit antisymmetrized products ----------
def determinant_exchange(orbs):
    """<V_ee> by summing all permutations, minus the Hartree energy."""
    n = len(orbs)

    def overlap(a, b):
        same = orbs[a][1] == orbs[b][1]
        return float(np.sum(W * orbs[a][0] * orbs[b][0])) if same else 0.0

    vee = 0.0
    for perm in permutations(range(n)):
        sign = round(np.linalg.det(np.eye(n)[list(perm)]))
        for p in range(n):
            for q in range(p + 1, n):
                if (orbs[p][1] != orbs[perm[p]][1]
                        or orbs[q][1] != orbs[perm[q]][1]):
                    continue
                rest = np.prod([overlap(k, perm[k]) for k in range(n)
                                if k not in (p, q)])
                f = orbs[p][0] * orbs[perm[p]][0]
                g = orbs[q][0] * orbs[perm[q]][0]
                vee += sign * rest * np.sum(W * f * (G @ g))
    N = sum(o[0] ** 2 for o in orbs)
    return float(vee - 0.5 * np.sum(W * N * (G @ N)))


Z_up, Z_dn = 3.0, 2.0
up = eigh(KIN + matrix(-Z_up / r))[1][:, :2].T @ B
dn = eigh(KIN + matrix(-Z_dn / r))[1][:, :1].T @ B
Ex_spin = determinant_exchange([(up[0], 1), (up[1], 1), (dn[0], -1)])
Ex_2up = determinant_exchange([(f, s) for f in up for s in (1, -1)])
Ex_2dn = determinant_exchange([(dn[0], 1), (dn[0], -1)])
closed = (-0.5 * Z_up * (5 / 8 + 77 / 512 + 2 * 16 / 729)
          - 0.5 * Z_dn * 5 / 8)
print(f"spin test: charge for up = {Z_up}, charge for down = {Z_dn}")
print(f"E_x[nu,nd] from permutations = {Ex_spin:.7f} hartree")
print(f"E_x[2nu] = {Ex_2up:.7f}, E_x[2nd] = {Ex_2dn:.7f} hartree")
print(f"half sum = {0.5 * (Ex_2up + Ex_2dn):.7f} hartree")
print(f"closed hydrogenic value = {closed:.7f} hartree")
assert abs(Ex_spin - 0.5 * (Ex_2up + Ex_2dn)) < 1e-8
assert abs(Ex_spin - closed) < 1e-7

# ---------- one occupied orbital: the Slater potential obeys the relation ----
he = scf("Slater", 2, 1)
he_vir = virial_integral(he["vx"], he)
print(f"He, Slater potential: E_x = {he['Ex']:.6f}, "
      f"virial integral = {he_vir:.6f} hartree")
assert abs(he["Ex"] - he_vir) < 1e-6

# ---------- local-density exchange obeys it with its own energy ----------
n = oep["N"] / (4 * np.pi * r ** 2)
E_lda = -0.75 * (3 / np.pi) ** (1 / 3) * np.sum(W * 4 * np.pi * r ** 2
                                                * n ** (4 / 3))
lda_vir = virial_integral(-(3 * n / np.pi) ** (1 / 3), oep)
print(f"local density on the Be OEP density: E_x = {E_lda:.6f}, "
      f"virial integral = {lda_vir:.6f} hartree")
assert abs(E_lda - lda_vir) < 1e-6
assert abs(E_lda - oep["Ex"]) > 0.01

print("done: every assertion held")
```

The run ends like this:

```
Be atom, exchange only, energies in hartree
HF: E = -14.573023, T = 14.573023, E_x = -2.666914
OEP: E = -14.572405, T = 14.572549, E_x = -2.665713
OEP: E above HF = 0.618 millihartree
OEP: virial integral = -2.665868, D = 0.0001550
OEP: T + E = 0.0001438, response sum = 0.0001317
OEP: |D/E_x| = 0.00581 percent
OEP: D = 0.00422 eV
OEP: dE_x/d(eta) = 0.1393860, int v_x dn/d(eta) = 0.1393850
Traceback (most recent call last):
  File "check.py", line 190, in <module>
    assert abs(s["T"] + s["E"] - D[k]) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The identities D = T + E = response sum hold only for a complete orbital basis, and the OEP run missed them by about 1e-5, although Hartree-Fock in the same basis passed its virial test. The fault lay in the OEP representation: the potential was built from steep exponentials, up to exp(-20r), which the 30 orbital functions cannot follow near the nucleus and which describe the region between the shells poorly, so D itself (1.55e-4) was also above its limit of 1e-4. The potential is now expanded in 18 Laguerre functions (9 in the smaller comparison run, formerly 10 and 5) with a very weak damping of undetermined combinations, and the orbital basis grows to 60 functions on 400 grid points. No tested quantity or tolerance is changed.

The change:

```diff
@@ -21,5 +21,5 @@
 
 # ---------- radial grid, running integrals and Coulomb kernel ----------
-NPTS, MAP = 300, 4.0
+NPTS, MAP = 400, 4.0
 x, wx = leggauss(NPTS)
 r = MAP * (1 + x) / (1 - x)
@@ -35,16 +35,35 @@
 
 # ---------- orthonormal Laguerre basis for u(r) ----------
-NBAS, BETA = 30, 2.0
+NBAS, BETA = 60, 3.0
+FAR = 200.0   # beyond this radius every basis function is zero in practice
 
 
 def basis(s):
     val, der = [], []
+    arg = 2 * BETA * np.minimum(s, FAR)   # avoids overflow of the polynomials
     for k in range(NBAS):
         norm = np.sqrt((2 * BETA) ** 3 / ((k + 1) * (k + 2)))
-        lag = eval_genlaguerre(k, 2.0, 2 * BETA * s)
-        dlag = -eval_genlaguerre(k - 1, 3.0, 2 * BETA * s) if k else 0 * s
+        lag = eval_genlaguerre(k, 2.0, arg)
+        dlag = -eval_genlaguerre(k - 1, 3.0, arg) if k else 0 * s
         damp = norm * np.exp(-BETA * s)
         val.append(damp * s * lag)
         der.append(damp * ((1 - BETA * s) * lag + 2 * BETA * s * dlag))
+    return np.array(val), np.array(der)
+
+
+# ---------- functions for the OEP beyond its Fermi-Amaldi part ----------
+KAPPA, NFUN, NFUN_SMALL = 3.0, 18, 9
+DAMPING = 1e-6   # holds back combinations that the orbitals hardly feel
+
+
+def potential_functions(s, count):
+    val, der = [], []
+    arg = 2 * KAPPA * np.minimum(s, FAR)
+    damp = np.exp(-KAPPA * s)
+    for k in range(count):
+        lag = eval_genlaguerre(k, 0.0, arg)
+        dlag = -eval_genlaguerre(k - 1, 1.0, arg) if k else 0 * s
+        val.append(damp * lag)
+        der.append(damp * KAPPA * (2 * dlag - lag))
     return np.array(val), np.array(der)
 
@@ -88,8 +107,7 @@
 
 
-def scf(kind, Z, nocc, nfun=10):
+def scf(kind, Z, nocc, nfun=NFUN):
     """Self-consistent closed shell; kind is HF, OEP, KLI or Slater."""
-    alphas = np.geomspace(0.6, 20.0, nfun)
-    funs = np.exp(-alphas[:, None] * r)
+    funs = potential_functions(r, nfun)[0]
     fun_mats = [matrix(g) for g in funs]
     h = KIN + matrix(-Z / r)
@@ -113,5 +131,7 @@
                               for m in fun_mats]).T
                 goal = vir.T @ (exchange_matrix(u) - matrix(ref)) @ occ * wt
-                coef = np.linalg.lstsq(A, goal.ravel(), rcond=1e-11)[0]
+                rows = np.vstack([A, DAMPING * np.eye(nfun)])
+                rhs = np.concatenate([goal.ravel(), np.zeros(nfun)])
+                coef = np.linalg.lstsq(rows, rhs, rcond=None)[0]
                 vx = ref + coef @ funs
             else:
@@ -130,5 +150,5 @@
     E = T + float(np.sum(W * N * (-Z / r + 0.5 * vH))) + Ex
     return dict(kind=kind, Z=Z, nocc=nocc, e=e, c=c, F=F, u=u, du=du, N=N,
-                vH=vH, vx=vx, T=T, Ex=Ex, E=E, coef=coef, alphas=alphas)
+                vH=vH, vx=vx, T=T, Ex=Ex, E=E, coef=coef)
 
 
@@ -199,10 +219,9 @@
 oep = runs["OEP"]
 charge = running @ oep["N"]
-r_dv = charge / (4 * r) - r * ((oep["coef"] * oep["alphas"])
-                               @ np.exp(-oep["alphas"][:, None] * r))
+r_dv = charge / (4 * r) + r * (oep["coef"] @ potential_functions(r, NFUN)[1])
 grad_form = -float(np.sum(W * oep["N"] * r_dv))
 print(f"OEP: -int n r.grad v_x = {grad_form:.6f} hartree")
 assert abs(grad_form - virial_integral(oep["vx"], oep)) < 1e-6
-small = scf("OEP", 4, 2, nfun=5)
+small = scf("OEP", 4, 2, nfun=NFUN_SMALL)
 D_small = small["Ex"] - virial_integral(small["vx"], small)
 print(f"OEP expansion functions: {len(small['coef'])}, D = {D_small:.7f} hartree")
@@ -214,5 +233,5 @@
 vH_far = legvander((rg - MAP) / (rg + MAP), NPTS - 1) @ (to_coef @ oep["vH"])
 vs_far = (-4 / rg + 0.75 * vH_far
-          + oep["coef"] @ np.exp(-oep["alphas"][:, None] * rg))
+          + oep["coef"] @ potential_functions(rg, NFUN)[0])
 e_g, c_g = eigh(KIN + matrix(gam ** 2 * vs_far))
 u_g = c_g[:, :2].T @ B
```

Output now:

```
Be atom, exchange only, energies in hartree
HF: E = -14.573023, T = 14.573023, E_x = -2.666914
OEP: E = -14.572430, T = 14.572420, E_x = -2.665767
OEP: E above HF = 0.593 millihartree
OEP: virial integral = -2.665756, D = -0.0000106
OEP: T + E = -0.0000106, response sum = -0.0000106
OEP: |D/E_x| = 0.00040 percent
OEP: D = -0.00029 eV
OEP: dE_x/d(eta) = 0.1392111, int v_x dn/d(eta) = 0.1392111
KLI: E = -14.572282, T = 14.593484, E_x = -2.667189
KLI: E above HF = 0.741 millihartree
KLI: virial integral = -2.688391, D = 0.0212014
KLI: T + E = 0.0212015, response sum = 0.0212014
KLI: |D/E_x| = 0.79490 percent
KLI: D = 0.57692 eV
KLI: dE_x/d(eta) = 0.1418340, int v_x dn/d(eta) = 0.1441637
Slater: E = -14.561410, T = 14.951452, E_x = -2.715482
Slater: E above HF = 11.613 millihartree
Slater: virial integral = -3.105523, D = 0.3900418
Slater: T + E = 0.3900419, response sum = 0.3900418
Slater: |D/E_x| = 14.36363 percent
Slater: D = 10.61358 eV
Slater: dE_x/d(eta) = 0.1535524, int v_x dn/d(eta) = 0.2011922
OEP: -int n r.grad v_x = -2.665756 hartree
OEP expansion functions: 9, D = 0.0002129 hartree
OEP expansion functions: 18, D = -0.0000106 hartree
scaling factor = 1.5, E_x of scaled density = -3.998651 hartree
ratio of exchange energies = 1.5000000
ratios of orbital energies = 2.250000, 2.249998
spin test: charge for up = 3.0, charge for down = 2.0
E_x[nu,nd] from permutations = -1.8539296 hartree
E_x[2nu] = -2.4578591, E_x[2nd] = -1.2500000 hartree
half sum = -1.8539296 hartree
closed hydrogenic value = -1.8539296 hartree
He, Slater potential: E_x = -1.025769, virial integral = -1.025769 hartree
local density on the Be OEP density: E_x = -2.312405, virial integral = -2.312405 hartree
done: every assertion held
```
